# MOSFET current with a field-dependent carrier velocity

A silicon-like transistor channel 1 µm long and 10 µm wide, driven 2 V above threshold, would saturate at 4.97 mA if its carriers kept a constant mobility. If their velocity instead levels off at \(8\times10^4\) m/s, the current saturates at 2.81 mA, or 57% of that value. It does so at a drain voltage of 1.32 V instead of 1.75 V, with a quarter of the source-end charge still present at the drain end. Yet the field at the source is then only 0.66 V/µm, a third of the critical field of 2 V/µm. These figures take the mobile charge to fall linearly with the channel potential, and the velocity to approach its limit gradually, by the law given below. The size of the reduction, and the charge left at the drain, then follow from current continuity along the channel. Another velocity law with the same mobility and the same limit gives a different reduction.

Take an n-channel device with its body tied to the source. The position \(x\) runs from the source, \(x=0\), to the drain, \(x=L\), and the channel potential \(V(x)\) rises from 0 to \(V_D\). The electric field component along \(x\) is \(-dV/dx\), and electrons are pushed towards the drain. Let \(E=dV/dx\ge 0\) denote the field's magnitude and \(v\) the electron speed,

\[
v(E)=\frac{\mu E}{1+E/E_c}.
\]

At small field \(v\approx\mu E\), so \(\mu\) is the low-field mobility. At large field \(v\to\mu E_c\equiv v_{\rm sat}\), and at \(E=E_c\) the speed is half of this limit. The example has \(\mu=0.04\) m²/(V s) and \(E_c=2\) V/µm. Both are taken as constant along the channel, and the velocity is assumed to follow the local field without delay. In a real silicon inversion layer the mobility falls as the vertical field rises. At the gate drive and oxide used here that field is about 0.8 MV/cm at the source and 0.4 MV/cm at the drain end, and the mobility would run from roughly 0.03 to 0.04 m²/(V s); a single value is a simplification.

The mobile charge comes from the gate. In the gradual-channel approximation the field along the channel varies so slowly that the charge at each \(x\) is set by the vertical electrostatics there. This is the sense in which the channel is long; the voltage \(E_cL\) may still be comparable with the gate drive. In strong inversion the surface potential is \(\psi+V\), with \(\psi\) its value at the source. Let \(C\) be the oxide capacitance per area, \(N\) the doping, \(\varepsilon\) the semiconductor permittivity and \(U=V_{GS}-V_T\) the gate overdrive. Raising \(V\) lowers the voltage across the oxide by \(V\) and enlarges the depletion charge, so the magnitude of the mobile charge per area is

\[
Q(V)=C(U-V)-\left[\sqrt{2\varepsilon qN(\psi+V)}-\sqrt{2\varepsilon qN\psi}\right].
\]

The slope of the first square root at \(V=0\) is \(\sqrt{\varepsilon qN/(2\psi)}\). With the depletion depth at the source, \(d=\sqrt{2\varepsilon\psi/(qN)}\), this slope equals \(\varepsilon/d\). To first order in \(V\), therefore,

\[
Q(V)=C(U-mV),\qquad m=1+\frac{\varepsilon}{Cd}.
\]

For a 5 nm oxide, relative permittivities 12 (semiconductor) and 4 (oxide), \(\psi=0.85\) V and \(N=10^{23}\) m⁻³, the depth is \(d=106.2\) nm. Then \(m-1=(12/4)(5/106.2)=0.141\). This \(\psi\) is close to its value at threshold. At 2 V overdrive the surface potential is in fact about 0.2 V higher, so with \(V_T\) taken at \(\psi=0.85\) V the formula overstates the mobile charge by about a tenth at the source and by more towards the drain. That lowers both saturation currents found below by a similar fraction and leaves their ratio almost unchanged.

Carriers are neither lost nor created between source and drain, and diffusion is neglected. The current \(I\), counted positive into the drain, is then the same at every \(x\):

\[
I=WQ(V)\,v(E)=\frac{W\mu Q(V)E}{1+E/E_c}.
\]

Multiplying by the denominator removes the field from it:

\[
I\left(1+\frac{E}{E_c}\right)=W\mu Q(V)E.
\]

Now put \(E=dV/dx\) and integrate over \(x\) from 0 to \(L\). On the left, \(I\) is constant and the integral of \(E\) is \(V_D\). On the right, \(E\,dx=dV\). Hence

\[
I\left(L+\frac{V_D}{E_c}\right)=W\mu\int_0^{V_D}Q(V)\,dV .
\]

With the linear charge the integral is \(C(UV_D-mV_D^2/2)\), and division by \(L(1+V_D/(E_cL))\) gives

\[
I=\frac{W}{L}\,\mu C\,\frac{UV_D-\tfrac12 mV_D^2}{1+V_D/(E_cL)} .
\]

The numerator is the constant-mobility result. The denominator contains the mean field \(V_D/L\), although no uniform field was assumed. The mean appears because \(E/v=(1+E/E_c)/\mu\) is linear in \(E\), so its integral along the channel depends on the field through \(V_D\) alone.

In the example \(E_cL=2\) V and \(W\mu C/L=2.833\) mA/V². At \(V_D=1\) V,

\[
I=2.833\times\frac{2-0.5706}{1+1/2}\ {\rm mA}=2.70\ {\rm mA},
\]

against 4.05 mA at constant mobility. The formula was checked by inverting \(v(E)\) numerically at each potential and adjusting \(I\) until \(\int dV/E\) equalled \(L\), a route that does not use the integrated result. The two agree for drain voltages from 0.1 V to just below saturation, as the numerical output shows for four of them. The same calculation with the full square-root depletion charge gives 2.72 mA at 1 V. The linearised current is 0.7% below this value, because a square root lies below its tangent: the linear form overstates the depletion charge and so understates the mobile charge.

At small drain voltage, \(1/(1+V_D/(E_cL))\approx1-V_D/(E_cL)\). Keeping terms up to \(V_D^2\),

\[
I\approx\frac{W}{L}\mu C\left[UV_D-\left(\frac m2+\frac{U}{E_cL}\right)V_D^2\right].
\]

The initial slope is unaffected by velocity saturation, but the downward curvature grows. Here \(m/2=0.57\) comes from the loss of charge towards the drain and \(U/(E_cL)=1\) from the loss of mobility, so the second effect is the larger.

To find how far the formula can be trusted, the field inside the channel is needed. Define \(i=I/(W\mu C)\), and integrate the continuity equation only up to \(x\):

\[
i\left(x+\frac{V}{E_c}\right)=UV-\frac m2V^2 .
\]

With \(a=U-i/E_c\) this is the quadratic \(\tfrac12mV^2-aV+ix=0\). The root that vanishes at the source is

\[
V(x)=\frac{a-\sqrt{a^2-2m\,i\,x}}{m}.
\]

The field follows from the local equation \(i(1+E/E_c)=(U-mV)E\), solved for \(E\):

\[
E=\frac{i}{U-mV-i/E_c}=\frac{i}{a-mV}.
\]

At \(V_D=1\) V, \(i=1.429/1.5=0.953\) V²/µm and \(a=2-0.476=1.524\) V. The field is \(0.953/1.524=0.63\) V/µm at the source and \(0.953/(1.524-1.141)=2.49\) V/µm at the drain. Half-way along the channel the potential has risen by only 0.36 V. The charge thins out towards the drain, and the carriers there must move faster to carry the same current.

The denominator \(a-mV\) falls as \(V\) rises, so it is smallest at the drain. A finite positive field throughout the channel therefore requires \(U-mV_D>i/E_c\), which is the statement

\[
I<WQ(V_D)\,v_{\rm sat}.
\]

The drain end cannot carry more than its charge moving at the limiting speed. Write \(V_L=E_cL\). The current formula then reads \(i=E_c(UV_D-\tfrac12mV_D^2)/(V_L+V_D)\), and the condition becomes

\[
UV_D-\tfrac12mV_D^2<(V_L+V_D)(U-mV_D).
\]

The right side is \(UV_L+UV_D-mV_LV_D-mV_D^2\). Cancelling \(UV_D\), collecting terms on the left and multiplying by \(2/m\) gives

\[
V_D^2+2V_LV_D-\frac{2UV_L}{m}<0 .
\]

The left side vanishes at one positive voltage,

\[
V_{\rm sat}=V_L\left[\sqrt{1+\frac{2U}{mV_L}}-1\right],
\]

and the formula describes a steady channel below it. In the example \(V_{\rm sat}=2(\sqrt{2.752}-1)=1.32\) V.

The maximum of the current formula lies at the same voltage. Differentiating the integrated continuity equation with respect to \(V_D\) gives

\[
\frac{dI}{dV_D}\left(L+\frac{V_D}{E_c}\right)+\frac{I}{E_c}=W\mu Q(V_D).
\]

The slope is zero when \(I=W\mu E_cQ(V_D)=WQ(V_D)v_{\rm sat}\), which is the limiting condition just found. This argument does not use the linear form of \(Q\).

Setting the slope to zero gives the saturation current, and the quadratic, written as \(V_L(U-mV_{\rm sat})=\tfrac12mV_{\rm sat}^2\), gives a second form:

\[
I_{\rm sat}=WCv_{\rm sat}(U-mV_{\rm sat})=\frac{W}{L}\mu C\,\frac{mV_{\rm sat}^2}{2}.
\]

For the numbers, \(WCv_{\rm sat}=(W\mu C/L)V_L=5.67\) mA/V and \(U-mV_{\rm sat}=2-1.504=0.496\) V, so \(I_{\rm sat}=2.81\) mA. The charge remaining at the drain is \(0.496/2=25\%\) of that at the source. Without velocity saturation the current peaks at \(V_D=U/m=1.75\) V, where the charge vanishes, and equals \((W/L)\mu C\,m(U/m)^2/2\). The ratio of the two saturation currents is therefore

\[
\left(\frac{V_{\rm sat}}{U/m}\right)^2=\left(\frac{1.318}{1.752}\right)^2=0.566 .
\]

The 57% is the square of the ratio of the two saturation voltages. This relation belongs to the linear charge. With the full square-root depletion charge the saturation currents are 2.85 mA with velocity saturation and 5.10 mA without it, reached at 1.35 V and 1.81 V, and their ratio is 0.56.

Above \(V_{\rm sat}\) the formula turns downwards, and that branch has no physical channel behind it. At \(V_D=1.6\) V it returns 2.74 mA, which would require a drain velocity of 2.8 times \(v_{\rm sat}\). The same fact can be put as a length. Solving the integrated equation for the length gives \(W\mu\int Q\,dV/I-V_D/E_c\), which shrinks as \(I\) grows. Even the largest current permitted at 1.6 V needs a channel of 4.2 µm, while the device has 1 µm. A simple continuation is to hold \(I=I_{\rm sat}\) for \(V_D>V_{\rm sat}\). This is an added assumption: the excess voltage is taken to drop in a region near the drain whose length is negligible beside \(L\). It gives zero output conductance and leaves out the shortening of the gradual part of the channel.

At saturation the profile simplifies. The relation \(i/E_c=U-mV_{\rm sat}\) gives \(a=mV_{\rm sat}\), and the second form of the current gives \(i=mV_{\rm sat}^2/(2L)\). Then \(a^2-2mix=m^2V_{\rm sat}^2(1-x/L)\), so

\[
V(x)=V_{\rm sat}\left[1-\sqrt{1-\frac xL}\right],\qquad
E(x)=\frac{V_{\rm sat}}{2\sqrt{L(L-x)}} .
\]

The source field is \(V_{\rm sat}/(2L)=0.66\) V/µm. With \(E/E_c=0.33\), the source velocity is \(0.33/1.33=0.25\) of \(v_{\rm sat}\), the same quarter as the charge ratio, as continuity demands. The current is thus far below \(WCv_{\rm sat}U\), the value it would have if the full source charge moved at the limiting speed. The field exceeds \(E_c\) where \(L-x<L(V_{\rm sat}/2V_L)^2=0.11\) µm, the last ninth of the channel.

At the drain the field diverges, although the voltage stays finite because the inverse square root is integrable. The divergence marks the failure of the gradual-channel approximation. Apply Gauss's law to a thin slice of semiconductor reaching from the surface to the depletion edge, at depth \(w=d\sqrt{1+V/\psi}\), where the field vanishes. At depth \(y\) the depletion potential is \((\psi+V)(1-y/w)^2\). Because \(w\) is proportional to \(\sqrt{\psi+V}\), the derivative of this potential along \(x\) is \((1-y/w)E\), so the lateral flux through a face is \(\varepsilon wE/2\) per width. Near the drain in the example \(w/2\) is 0.7 to 0.8 of \(d\) and changes slowly compared with \(E\). The difference in lateral flux between the two faces therefore supports an extra charge per area of order \(\varepsilon d\,dE/dx\), which \(Q(V)\) leaves out. Differentiating \(E=i/(a-mV)\) gives

\[
\frac{dE}{dx}=\frac{mi}{(a-mV)^2}\,\frac{dV}{dx}=\frac{mE^3}{i}.
\]

Since \(\varepsilon/(Cd)=m-1\), the ratio of neglected to included charge is

\[
\frac{\varepsilon d\,dE/dx}{Q}=\frac{(m-1)d^2}{U-mV}\,\frac{mE^3}{i}.
\]

At the drain for \(V_D=1\) V, \(mE^3/i=18.6\) V/µm², and the ratio is \(0.141\times0.106^2\times18.6/0.859\approx0.03\). The approximation is then consistent to a few per cent at its worst point. At \(V_{\rm sat}\) the ratio reaches 0.1 at about 36 nm from the drain and 1 at about 9 nm. Both distances are shorter than \(d\), so the estimate is itself crude there: the numbers show that the trouble sits close to the drain, but they do not measure the width of the affected region. A local velocity law is also doubtful where the field changes this quickly.

The strength of velocity saturation is governed by one ratio, \(u=U/(mE_cL)\), in terms of which

\[
V_{\rm sat}=\frac Um\,\frac{\sqrt{1+2u}-1}{u}.
\]

For small \(u\), \(\sqrt{1+2u}=1+u-\tfrac12u^2+\dots\), so \(V_{\rm sat}\approx(U/m)(1-u/2)\). Squaring this for the current gives, to first order,

\[
I_{\rm sat}\approx\frac{W\mu C\,U^2}{2mL}(1-u).
\]

A channel 1 mm long has \(u=8.8\times10^{-4}\), and its numerically found saturation current is 0.99912 of the square law, as this predicts. The 1 µm channel has \(u=0.88\), and there the first-order form would give 0.12 instead of 0.57, so the full expression is needed.

For large \(u\), the first form of the current gives

\[
\frac{I_{\rm sat}}{WCv_{\rm sat}U}=1-\frac{\sqrt{1+2u}-1}{u}\approx1-\sqrt{\frac2u}.
\]

The current becomes proportional to \(U\) and independent of \(L\), but the approach is slow. At \(u=876\) the ratio is still 0.953, against 0.952 from the leading estimate. With the present parameters this value of \(u\) means a length of 1 nm, where the electrostatic assumption has long failed. It is a limit of the formula, not a description of such a device.

Between the limits, the dependence on gate drive can be found in closed form. Differentiating \(V_{\rm sat}^2+2V_LV_{\rm sat}=2UV_L/m\) with respect to \(U\) gives \(dV_{\rm sat}/dU=V_L/[m(V_L+V_{\rm sat})]\). Since \(I_{\rm sat}\propto V_{\rm sat}^2\) at fixed \(\mu\),

\[
\frac{d\ln I_{\rm sat}}{d\ln U}=\frac{2U}{V_{\rm sat}}\,\frac{V_L}{m(V_L+V_{\rm sat})}
=\frac{V_{\rm sat}+2V_L}{V_{\rm sat}+V_L}=1+\frac{1}{1+V_{\rm sat}/V_L},
\]

where the quadratic was used to replace \(2UV_L/m\). The exponent falls from 2 towards 1 as \(V_{\rm sat}/V_L\) grows. In the example it is \(1+1/1.659=1.60\). This holds at fixed \(\mu\). In a real device the mobility also falls as the gate drive rises, which lowers the exponent further, so a measured exponent below 2 is not due to velocity saturation alone.

The meaning of the critical field must be kept fixed when parameters are taken over from another model. A related piecewise law uses \(v=\mu E/(1+E/E_1)\) up to \(E=E_1\) and a constant velocity above it. Continuity at \(E_1\) then requires \(v_{\rm sat}=\mu E_1/2\), so \(E_1=2v_{\rm sat}/\mu\), twice the \(E_c\) used here for the same \(\mu\) and \(v_{\rm sat}\). The current formula holds with \(E_1\) in place of \(E_c\) until the drain field reaches \(E_1\), that is, until \(I=WQ(V_D)\mu E_1/2\). With \(V_1=E_1L\) this condition is

\[
2UV_D-mV_D^2=(V_1+V_D)(U-mV_D).
\]

The terms in \(V_D^2\) cancel, leaving \(V_D(U+mV_1)=UV_1\), or

\[
V_D=\frac{UV_1}{U+mV_1}.
\]

The limiting speed is now reached at a finite field, and the saturation voltage has no square root. With the \(\mu\) and \(v_{\rm sat}\) of the example, \(V_1=4\) V and the channel saturates at 1.22 V. The current \(WCv_{\rm sat}(U-mV_D)\) is then 3.45 mA, or 70% of the constant-mobility value instead of 57%. Electrons in silicon are usually fitted by a third law, \(v=\mu E/\sqrt{1+(E/E_c)^2}\), for which the integral along the channel must be done numerically; with the same \(\mu\) and \(v_{\rm sat}\) it saturates at 1.18 V and 3.73 mA, or 75%. The reduction thus depends on how the velocity approaches its limit as well as on the limit itself. The two expressions for the saturation voltage belong to different velocity laws, and each must be used with its own critical field.

## Values computed for the example and the checks

```
Width W = 10.0 um
Length L = 1.0 um
Oxide thickness = 5.0 nm
Mobility mu = 0.040 m^2/(V s)
Critical field Ec = 2.00 V/um
Overdrive U = 2.00 V
Doping = 1.0e+23 m^-3
Source surface potential = 0.85 V
Relative permittivity, semiconductor = 12.0
Relative permittivity, oxide = 4.0
Oxide capacitance C = 7.0834 mF/m^2
Depletion depth at source = 106.18 nm
Body factor m = 1.14127
Saturation velocity mu*Ec = 8.000e+04 m/s
Ec*L = 2.000 V
Prefactor W*mu*C/L = 2.8333 mA/V^2
VD = 0.10 V: I formula = 0.52429 mA
  I numerical = 0.52429 mA
  I constant mobility = 0.55050 mA
VD = 0.25 V: I formula = 1.16944 mA
  I numerical = 1.16944 mA
  I constant mobility = 1.31562 mA
VD = 0.50 V: I formula = 1.94331 mA
  I numerical = 1.94331 mA
  I constant mobility = 2.42914 mA
VD = 1.00 V: I formula = 2.69992 mA
  I numerical = 2.69992 mA
  I constant mobility = 4.04987 mA
I at 1 V, full depletion charge = 2.71864 mA
Linearised current too low by = 0.689 %
Field at source, VD = 1 V: 0.6255 V/um
Field at drain, VD = 1 V: 2.4927 V/um
Potential at L/2, VD = 1 V: 0.3617 V
Neglected/channel charge at drain, VD = 1 V: 0.03441
Vsat formula = 1.31809 V
Vsat numerical = 1.31809 V
Isat = 2.80898 mA
Constant-mobility pinch-off voltage U/m = 1.75243 V
Constant-mobility saturation current = 4.96523 mA
Isat / constant-mobility value = 0.5657
Source field at saturation = 0.6590 V/um
Formula at 1.6 V = 2.73759 mA
  drain velocity it needs / vsat = 2.7770
  shortest channel allowed = 4.1986 um
At Vsat, charge ratio 0.1 at 35.65 nm from drain
At Vsat, charge ratio 1 at 8.79 nm from drain
Long limit: u = 8.762e-04, I/square law = 0.999125
Short limit: u = 876.22, I/(W C vsat U) = 0.95335
  leading estimate 1-sqrt(2/u) = 0.95222
```
